# Why tunneling spectra can miss the electrode density of states

## The decision

A calculation of a tunneling spectrum needs a choice at the start: should the barrier transmission be multiplied by the electrode density of states (DOS)? For independent electrons it should not. The transmission summed over transverse wavevectors is already the complete answer. If the junction potential is also smooth enough for WKB, that transmission contains no electrode velocity and no DOS factor. If two bands also see the same decay through the barrier, densities of states that differ eightfold can go with nearly the same differential conductance.

The choice matters for magnetic junctions, where a measured spin polarization is easily read as a polarization of the DOS. In the example below, the two have opposite signs when the interfaces are abrupt.

## Model and conventions

An emitter L and a collector R are separated by a weakly transparent barrier along $x$. Electrons are independent and tunneling is elastic. Energy $E$, spin and transverse wavevector $\mathbf k_t$ are conserved, so each $\mathbf k_t$ is a one-dimensional problem. Currents and densities of states are per spin, and $e>0$. Energies are measured from the collector Fermi level; a bias $V$ places the emitter Fermi level at $eV$.

The mass $m(x)$ may vary with position, and the kinetic operator is $-\tfrac{\hbar^2}{2}\partial_x m^{-1}\partial_x$. Where motion along $x$ is allowed, the wavevector is $k$ and the speed is $v=\hbar k/m$. In the barrier the decay constant is $\kappa$, and $w=\hbar\kappa/m$ has the dimension of a speed. The turning points are $a$ and $b$, and $S=\int_a^b\kappa\,dx$.

## Why the density of states cancels

**Matrix element.** Close each electrode far away with a hard wall, so that its levels are discrete. A WKB state of the emitter is

$$\psi_L=\frac{A_L}{\sqrt v}\cos\!\Big(\int_x^a k\,dx'-\frac{\pi}{4}\Big)\ (x<a),\qquad \psi_L=\frac{A_L}{2\sqrt w}\,e^{-\int_a^x\kappa\,dx'}\ (x>a).$$

The phase $\pi/4$ and the factor $1/2$ are the standard connection at a turning point where the potential is nearly linear over the local wavelength. In a long electrode $\cos^2$ averages to $1/2$ and the tail holds little probability, so normalization gives

$$1=\frac{A_L^2}{2}\int\frac{dx}{v}=\frac{A_L^2\tau_L}{2},\qquad A_L^2=\frac{2}{\tau_L}.$$

Here $\tau_L$ is the one-way transit time, equal to $L/v$ for a uniform electrode of length $L$. The collector state in the barrier is likewise $\psi_R=(A_R/2\sqrt w)\,e^{-\int_x^b\kappa\,dx'}$.

The coupling is $M=\langle\psi_R|H-E|\psi_L\rangle$. Choose a plane $x_0$ in the barrier. To its left $\psi_L$ solves the full equation, so only $x>x_0$ contributes. There $\psi_R$ solves it, so $\psi_L(H-E)\psi_R=0$ may be subtracted:

$$M=-\frac{\hbar^2}{2}\int_{x_0}^{\infty}\partial_x\frac{\psi_R\psi_L'-\psi_L\psi_R'}{m}\,dx=\frac{\hbar^2}{2m}\big(\psi_R\psi_L'-\psi_L\psi_R'\big)_{x_0}.$$

The upper limit vanishes at the wall. The logarithmic derivatives are $\psi_L'/\psi_L=-\kappa-w'/2w$ and $\psi_R'/\psi_R=+\kappa-w'/2w$. Their difference is $-2\kappa$, and therefore

$$M=-\hbar w\,\psi_L\psi_R=-\frac{\hbar A_LA_R}{4}e^{-S},\qquad |M|^2=\frac{\hbar^2}{4\tau_L\tau_R}e^{-2S}.$$

For uniform electrodes this is proportional to $v_Lv_R$.

**Level density.** The quantization condition is $\int k\,dx=\pi(n+\text{const})$. Differentiate it with respect to energy. The moving turning point contributes nothing because $k=0$ there, and $\partial k/\partial E=1/\hbar v$. Hence

$$\rho=\frac{dn}{dE}=\frac{1}{\pi\hbar}\int\frac{dx}{v}=\frac{\tau}{\pi\hbar}.$$

**Product.** The transit times cancel:

$$4\pi^2|M|^2\rho_L\rho_R=4\pi^2\,\frac{\hbar^2e^{-2S}}{4\tau_L\tau_R}\,\frac{\tau_L\tau_R}{\pi^2\hbar^2}=e^{-2S}.$$

The golden rule gives a current $(2\pi e/\hbar)\int|M|^2\rho_L\rho_R(f_L-f_R)\,dE$ for each $\mathbf k_t$. The occupations arise from $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$. Since $(2\pi/\hbar)/(4\pi^2)=1/h$, the current density is

$$J=\frac eh\int dE\int\frac{d^2k_t}{(2\pi)^2}\,e^{-2S}\,(f_L-f_R).$$

The physical reason appears in the escape rate of one emitter level, $(2\pi/\hbar)|M|^2\rho_R=e^{-2S}/2\tau_L$. The electron meets the barrier once per round trip $2\tau_L$ and passes with probability $e^{-2S}$. Slow electrons have closely spaced levels, but each level tries less often.

**Numerical check.** Take a free-electron mass and a barrier $u(x)=0.5\,\text{eV}\,[1-(x/1.6\,\text{nm})^2]$ relative to the electron energy. Outside the turning points the potential continues as $K\tanh(u/K)$, which flattens at $-K$. Changing $K$ from 2 to 8 eV doubles the speed deep in the electrode and leaves the forbidden region fixed.

Diagonalizing a symmetric double well, with outer walls about 60 nm from the centre, gives $M=0.501$ μeV and $\rho=35.4$ eV⁻¹ for $K=2$ eV. For $K=8$ eV they are 0.910 μeV and 19.5 eV⁻¹. Thus $|M|^2$ rises 3.30 times, while $4\pi^2|M|^2\rho^2$ is $1.240\times10^{-8}$ and $1.237\times10^{-8}$. The WKB value is $1.235\times10^{-8}$. The last digits depend on the 0.01 nm grid. In the continuum limit the products are $1.239\times10^{-8}$ and $1.236\times10^{-8}$, and $M$ and $\rho$ move by up to 0.2 %. Exact scattering, including the case with 2 eV on one side and 8 eV on the other, agrees with $e^{-2S}$ to about 0.3 %.

## What the spectrum still contains

The cancellation holds at fixed $\mathbf k_t$. The collector band still decides which $\mathbf k_t$ are available. Let $q=k_t^2$, so that $d^2k_t/(2\pi)^2=dq/4\pi$. For a parabolic band with edge $E_c$ and mass $m_R$, real motion along $x$ requires

$$q<Q=\frac{2m_R(E-E_c)}{\hbar^2}.$$

The emitter allows a wider range in every case below. To isolate the effect of this limit, hold the barrier faces fixed, so that the decay at a given $\mathbf k_t$ does not depend on the collector band. In a graded interface it does depend on it, because the forbidden region can reach into material with the collector's mass, and its end moves with energy. With an isotropic barrier mass $m_b$ and a mean barrier height $\bar\phi$ above the electron energy, the decay constant is $\sqrt{\kappa^2+q}$, where $\kappa^2=2m_b\bar\phi/\hbar^2$. Substituting $k=\sqrt{\kappa^2+q}$, $dq=2k\,dk$, and integrating by parts gives the transmission per unit area:

$$N=\frac1{4\pi}\int_0^Q e^{-2d\sqrt{\kappa^2+q}}\,dq=\frac{1}{4\pi}\Big[\Big(\frac kd+\frac1{2d^2}\Big)e^{-2kd}\Big]_{k=\sqrt{\kappa^2+Q}}^{k=\kappa}.$$

The bracket means its value at the upper label minus that at the lower one. There are two limits.

- Near the edge, $Q\ll\kappa/d$ and $N\simeq Qe^{-2\kappa d}/4\pi$. This is linear in energy and in $m_R$.
- Far above it, $Q\gg\kappa/d$ and the lower-label term is negligible. $N$ no longer depends on the collector band, because the barrier suppresses the additional oblique electrons.

The bulk DOS behaves differently. The one-dimensional density per length is $1/\pi\hbar v_x$, with $v_x=\hbar\sqrt{Q-q}/m_R$, so

$$g=\frac{1}{4\pi}\int_0^Q\frac{m_R\,dq}{\pi\hbar^2\sqrt{Q-q}}=\frac{m_R\sqrt Q}{2\pi^2\hbar^2}\propto m_R^{3/2}\sqrt{E-E_c}.$$

It keeps growing with mass after tunneling has saturated.

## Abrupt interfaces leave a velocity factor

If the potential or mass jumps within an electron wavelength, the WKB connection fails at the interface. Wave matching replaces it. Let $v_L,v_R$ be the normal speeds in the electrodes, and let $v_0,v_d$ be $\hbar\kappa/m_b$ at the emitter and collector faces.

At the emitter face, an incident wave of unit amplitude and a reflected wave $r$ join a decaying wave $B$. The returning wave in a weakly transparent barrier is neglected. Continuity of $\psi$ and $\psi'/m$ gives

$$1+r=B,\quad iv_L(1-r)=-v_0B\;\Rightarrow\;2=B\Big(1+\frac{iv_0}{v_L}\Big),\quad |B|^2=\frac{4v_L^2}{v_L^2+v_0^2}.$$

WKB propagation inside the barrier brings the decaying wave to amplitude $F$ at the collector face, with $|F|^2=|B|^2(v_0/v_d)e^{-2S}$. There it meets a reflected evanescent wave $G$ and a transmitted wave $t$:

$$F+G=t,\quad v_d(G-F)=iv_Rt\;\Rightarrow\;2F=t\Big(1-\frac{iv_R}{v_d}\Big),\quad |t|^2=\frac{4v_d^2|F|^2}{v_d^2+v_R^2}.$$

The transmission is the flux ratio $D=(v_R/v_L)|t|^2$:

$$D=\frac{16\,v_Lv_0v_dv_R}{(v_L^2+v_0^2)(v_R^2+v_d^2)}\,e^{-2S}.$$

This contains two factors of the form $4vv_0/(v^2+v_0^2)$. Each is at most 2, since $(v-v_0)^2\ge0$, so the enhancement over $e^{-2S}$ is at most 4. For $v_R\to0$ the transmission vanishes as $v_R$. The one-dimensional DOS diverges as $1/v_R$, so the residual factor is its opposite.

Near an empty band edge, with $v_R\ll v_d$, the transverse sum becomes

$$N\propto\frac1{m_R}\int_0^Q\sqrt{Q-q}\,dq=\frac{2Q^{3/2}}{3m_R}\propto m_R^{1/2}(E-E_c)^{3/2}.$$

The onset powers are therefore $1/2$ for the bulk DOS, 1 for the WKB formula with fixed barrier faces and $3/2$ for abrupt interfaces. The linear law should not be expected in a measured spectrum. The collector wavelength diverges at the edge, so an interface of finite width acts as an abrupt one close enough to it and gives the $3/2$ law. Farther up, where a graded interface can become smooth over the wavelength, its turning point moves with energy and $S$ falls, which adds an energy dependence of its own. The following numbers check the two formulas, not the validity of WKB at these energies. The full $dJ/dV$ of the light-band junction below, evaluated 2 and 4 meV above the edge, gives 0.99 and 1.49 for the two tunneling cases.

## A magnetic junction with an empty minority band

The parameters are rough values in the regime of a thin amorphous aluminium-oxide junction: barrier height 2 eV, thickness 1.2 nm and barrier mass $0.4m_e$. The emitter band starts 5 eV below its own Fermi level. The collector is a model half-metal, with a majority band starting at $-2$ eV and an empty minority band starting at $+0.3$ eV. The majority and emitter masses are $m_e$. The minority mass is either $m_e$ or $4m_e$, with everything else fixed; at equal energy the DOS ratio is $4^{3/2}=8$.

At zero temperature,

$$\frac{dJ}{dV}=\frac{e^2}{h}N(eV,V)+\frac eh\int_{\max(0,E_c)}^{eV}\frac{\partial N}{\partial V}\,dE.$$

The first term samples the top of the bias window. The second arises mainly because the bias tilts the barrier, $U(x)=\phi+eV(1-x/d)$. At fixed $E$, a larger $V$ raises $U$, so in WKB this term is negative. A measurement gives the sum.

**The top term by hand.** At zero bias $\kappa=4.582$ nm⁻¹, so $\hbar^2/2m_e=0.4\times2/4.582^2=0.0381$ eV nm². At $V=0.7$ V the mean barrier above the fastest-tunneling electrons is $2+0.35-0.7=1.65$ eV. This gives $\kappa=\sqrt{0.4\times1.65/0.0381}=4.16$ nm⁻¹ and $\kappa/d=3.5$ nm⁻². The minority limits are $Q=0.4/0.0381=10.5$ nm⁻² for the light band and 42 nm⁻² for the heavy one. Both exceed $\kappa/d$, so both bands are close to saturation. The full WKB sums are 501 and 548 μS/μm², a ratio of 1.09.

**The full spectrum.** The values of $dJ/dV$ are in μS/μm² per spin, and the DOS is in eV⁻¹ nm⁻³. The WKB column uses $e^{-2S}$ between fixed barrier faces. It shows what remains when the velocity factor is left out. It is not a prediction for a graded interface, where $S$ itself can differ strongly between the bands. Suppose potential and mass are graded together across the collector face with a Fermi-function profile of width parameter 0.15 nm. At 0.7 V the heavy band then conducts only about 0.13 times as much as the light one, and the polarization defined below is near $+1$. Such smoothing moves the result away from the WKB column.

| Band, bias | DOS | WKB | Abrupt |
|---|---:|---:|---:|
| Light, 0.35 V | 0.76 | 90 | 54 |
| Heavy, 0.35 V | 6.09 | 231 | 73 |
| Light, 0.70 V | 2.15 | 375 | 765 |
| Heavy, 0.70 V | 17.2 | 385 | 480 |
| Majority, 0.70 V | 5.60 | 326 | 1243 |

At 0.35 V the heavy band gives 2.6 times the light-band conductance in WKB. In the WKB formula this ratio tends to the mass ratio, 4, at the edge. At 0.7 V it has fallen to 1.03.

With abrupt interfaces the ratio falls from 1.4 to 0.63, so the band with the larger DOS conducts less. The edge formula gives $\sqrt4=2$ as its starting value. Where $Q\gg\kappa/d$, the important electrons travel nearly along the normal, and at equal kinetic energy the heavy ones are half as fast. The light band at 0.7 V, with $Q$ only three times $\kappa/d$, is still on the way to this limit. If both bands were saturated and slow compared with $v_d$, the ratio would approach $1/2$.

The majority band shows the reverse error: structure that is not in the DOS. Between 0.35 and 0.7 V its DOS rises by 7 %, but its WKB conductance rises by 36 %. Electrons at the top of the window see a mean barrier $\phi-eV/2$, which falls with bias.

**Spin polarization.** Define $P=(\text{majority}-\text{minority})/(\text{sum})$ and use the heavy minority band at 0.7 V. The DOS gives $P=(5.60-17.23)/(5.60+17.23)=-0.51$. The conductance gives $-0.08$ in WKB and $+0.44$ with abrupt interfaces.

The WKB top terms of the two spins are practically equal. The small negative value comes from the barrier-tilt term, which reduces the majority conductance more, mainly because majority electrons tunnel throughout the window from 0 to 0.7 eV, minority electrons only above 0.3 eV. The positive abrupt value reflects the better velocity matching of the majority band.

A complete absence of states does remain visible. Below 0.3 V, at zero temperature and without spin mixing, this model has no minority current.

## How far to trust the numbers in a device

The model is better at showing what a spectrum measures than at predicting absolute current. At 0.7 V with abrupt interfaces, the heavy-band junction has a differential resistance–area product of $1/(1243+480)$ μm²/μS, about 0.6 kΩ μm². Spin-torque memory cells want roughly 10 Ω μm² and use thinner barriers, commonly of crystalline magnesium oxide. The model cannot settle that comparison. The image-force factor below would alone bring the value to about 40 Ω μm², and with the barrier band structure the combined factor of about 30 would bring it to about 20 Ω μm². The minority masses are model choices.

Several neglected effects are large. The first three factors are WKB estimates for normal incidence at the Fermi level and zero bias.

- **Image force.** With a rough relative permittivity of 3, it lowers the barrier midpoint by 0.28 eV and multiplies the transmission by about 14. It also rounds the interfaces, so the abrupt prefactor need not survive.
- **Barrier band structure.** Replacing $\kappa^2$ by $\kappa^2(1-\phi/E_g)$, with a rough gap $E_g=8$ eV, multiplies the transmission by 4.4.
- **Thickness.** An extra 0.1 nm multiplies it by 0.40.
- **Temperature.** At 300 K the thermal window has a full width at half maximum of 91 meV. The heavy-band conductance at the edge becomes 87 μS/μm² in the WKB formula and about 27 μS/μm² with abrupt interfaces, instead of zero.
- **Field.** At 0.7 V the mean field is 5.8 MV/cm, not far below a rough breakdown field of 10 MV/cm.

Amorphous barriers also mix $\mathbf k_t$, and in crystalline ones the decay depends on the symmetry of the electrode band. Neither effect is sized here. Phonon-assisted tunneling, localized interface states and many-body spectra, such as those of superconductors, lie outside the derivation. The cancellation should not be used to rule out DOS features there.

## What to do

**Use one complete description.** Either sum the transmission over $\mathbf k_t$, with no DOS factor, or use $|M|^2\rho_L\rho_R$ with a matrix element calculated for the same states. A constant $|M|^2$ multiplied by a DOS discards the velocity dependence that produces the cancellation.

**Treat the interface as part of the spectrum.** Compare its width with the electron wavelength. If it is smooth, calculate $S$ from the actual profile of potential and mass. If it is neither smooth nor abrupt on that scale, solve the scattering problem for that profile.

**Look for edges before amplitudes.** Within this model a new band produces an onset, but the height above it is not a DOS. Cool the junction until the thermal width is small compared with the structure sought, and calculate the barrier-tilt term before assigning a slope to the electrodes.

**Name the polarization.** A value inferred from current is a tunneling polarization of the electrode, barrier and bias together. Converting it to a DOS polarization needs a transmission model for that junction.

The full set of values is in the numerical output below.

## Computed results

```
SMOOTH BARRIER TEST
top 0.5 eV, half-width 1.6 nm, exp(-2S) = 1.2354e-08
kinetic 2 eV: M=0.5012 ueV, rho=35.363/eV, transit rho=35.339/eV, product=1.2402e-08
kinetic 8 eV: M=0.9098 ueV, rho=19.454/eV, transit rho=19.405/eV, product=1.2367e-08
ratio of M^2, fast to slow electrodes: 3.295
exact D/exp(-2S), kinetic 2 and 2 eV: 1.0031
exact D/exp(-2S), kinetic 2 and 8 eV: 1.0017
exact D/exp(-2S), kinetic 8 and 8 eV: 1.0002
JUNCTION (rough model inputs)
barrier 2.0 eV, 1.2 nm, mass 0.4; emitter depth 5.0 eV
majority edge -2.0 eV, minority edge 0.3 eV
electrode masses: emitter 1, majority 1, light minority 1, heavy minority 4
zero bias: kappa=4.582/nm, 2S=10.998, exp(-2S)=1.674e-05
transverse scale kappa/d=3.819/nm^2
largest error: abrupt formula 2.90 %, closed sum 1.50 %
DOS in 1/(eV nm^3); top term and dJ/dV in uS/um^2, per spin
V (V) | DOS | top WKB | top abrupt | dJ/dV WKB | dJ/dV abrupt
majority
0.35 | 5.221 | 338.365 | 1220.071 | 240.372 | 864.575
0.40 | 5.277 | 361.794 | 1316.339 | 248.447 | 902.437
0.50 | 5.385 | 414.376 | 1532.782 | 268.451 | 993.045
0.70 | 5.597 | 547.812 | 2082.031 | 326.366 | 1243.171
light minority
0.35 | 0.762 | 93.596 | 55.118 | 90.293 | 53.548
0.40 | 1.077 | 171.439 | 146.395 | 159.419 | 138.095
0.50 | 1.523 | 297.341 | 375.592 | 256.617 | 334.130
0.70 | 2.154 | 500.995 | 959.687 | 375.106 | 764.643
heavy minority
0.35 | 6.093 | 240.637 | 75.302 | 231.080 | 72.955
0.40 | 8.617 | 328.243 | 155.378 | 300.678 | 145.367
0.50 | 12.186 | 409.414 | 299.203 | 339.762 | 260.952
0.70 | 17.234 | 547.620 | 619.957 | 384.922 | 479.998
heavy/light at 0.35 V: DOS 8.000, top WKB 2.571, top abrupt 1.366, dJ/dV WKB 2.559, dJ/dV abrupt 1.362
heavy/light at 0.7 V: DOS 8.000, top WKB 1.093, top abrupt 0.646, dJ/dV WKB 1.026, dJ/dV abrupt 0.628
polarization (majority-heavy)/(sum) at 0.7 V:
DOS -0.510, top WKB +0.000, top abrupt +0.541, dJ/dV WKB -0.082, dJ/dV abrupt +0.443
onset power of dJ/dV, WKB: 0.992
onset power of dJ/dV, abrupt: 1.494
NEGLECTED EFFECTS
300 K: kT=25.85 meV, smearing width 91.1 meV
heavy WKB dJ/dV at the edge, 300 K: 86.767 uS/um^2 (0 K: 0)
image force, rough permittivity 3: midpoint -0.277 eV, D times 13.93
two-band barrier, rough gap 8 eV: D times 4.36
0.1 nm thicker barrier: D times 0.400
field at 0.7 V: 5.83 MV/cm; rough breakdown 10 MV/cm
```
